# Coexistence Chemical Potential of a Lattice Gas from Particle-Hole Symmetry, part 1

(Sections cited here and not found follow in the second part.)

## First half: where a jump in coverage can lie

### A ring of four sites

Take four adsorption sites in a ring. Each site is empty or holds one particle. An occupied site has energy $\varepsilon$, and two particles on neighbouring sites lower the energy by $w>0$. Every site has two neighbours. The ring is in contact with a vapour of chemical potential $\mu$, so a configuration with energy $H$ and $N$ particles has weight $e^{-(H-\mu N)/kT}$.

Choose $\mu=\varepsilon-w$ and list the values of $H-\mu N$:

- Empty ring: $0$.
- One particle, 4 ways: $\varepsilon-(\varepsilon-w)=w$.
- Two neighbouring particles, 4 ways: $(2\varepsilon-w)-2(\varepsilon-w)=w$.
- Two opposite particles, 2 ways: $2\varepsilon-2(\varepsilon-w)=2w$.
- Three particles, 4 ways: $(3\varepsilon-2w)-3(\varepsilon-w)=w$.
- Full ring, with four bonds: $(4\varepsilon-4w)-4(\varepsilon-w)=0$.

The list reads the same from either end. The empty and full rings have equal weight, and so do one particle and one hole. The mean coverage is therefore one half at every temperature. No site's occupation has been replaced by its mean value.

The special value $\varepsilon-w$ is $\varepsilon-zw/2$ with $z=2$ neighbours. The factor one half arises because each bond is shared by two sites: a full ring has one bond per site, not two.

The ring also shows what symmetry does not give. Its coverage varies smoothly with $\mu$, as it must for any finite system. A long ring still has a centre of symmetry but no jump, as shown below. Locating the centre and establishing coexistence are thus separate tasks.

### The model and the claim

Let there be $M$ sites, each with $z$ equivalent neighbours, and let $n_i=0$ or $1$ be the occupation of site $i$. The energy is

$$H=\varepsilon\sum_i n_i-w\sum_{\langle ij\rangle}n_in_j ,\qquad w>0,$$

where each neighbouring pair $\langle ij\rangle$ is counted once. The lattice closes on itself periodically, so it has no edge sites. Write $N=\sum_i n_i$ and $\theta=\langle N\rangle/M$.

For a real molecule, $\varepsilon$ is the free energy of an isolated occupied site. It includes the motion of the molecule within its site and may depend on temperature. The model assumes that neighbours do not change this motion.

Dilute and dense phases coexist if an infinite lattice has a jump of $\theta$ as $\mu$ is varied at fixed temperature. The claim is that such a jump can occur at

$$\boxed{\mu_0=\varepsilon-\frac{zw}{2}}$$

and nowhere else. This statement is conditional on a jump existing. The second half proves existence for the square lattice at low temperature.

### Counting unlike bonds

Call a bond unlike if one end is occupied and the other is empty. Since each $n_i$ is $0$ or $1$, the expression

$$|n_i-n_j|=n_i+n_j-2n_in_j$$

is $1$ for an unlike bond and $0$ otherwise. Sum it over all bonds. Each $n_i$ appears once for each of its $z$ bonds, so the number $U$ of unlike bonds is

$$U=zN-2B,\qquad B=\sum_{\langle ij\rangle}n_in_j .$$

Hence $B=(zN-U)/2$. Substitution into the energy gives

$$\begin{aligned}
H-\mu N&=(\varepsilon-\mu)N-\frac w2(zN-U)\\
&=\left(\varepsilon-\frac{zw}{2}-\mu\right)N+\frac{wU}{2}\\
&=(\mu_0-\mu)N+\frac{wU}{2}.
\end{aligned}$$

This is an identity for each configuration. Define

$$x=e^{(\mu-\mu_0)/kT},\qquad a=e^{-w/2kT}.$$

For attraction at a finite positive temperature, $0<a<1$. The grand partition function becomes

$$\Xi(x)=\sum_{\{n_i\}}x^N a^U .$$

The chemical potential now acts through $x$, while the attraction penalizes boundaries between occupied and empty regions.

### Exchange of particles and holes

Replace every $n_i$ by $1-n_i$. Then $N$ becomes $M-N$, while an unlike bond remains unlike. Therefore

$$\Xi(x)=\sum_{\{n_i\}}x^{M-N}a^U=x^M\Xi(1/x).$$

Put $s=\ln x=(\mu-\mu_0)/kT$. Taking the logarithm gives

$$\ln\Xi(s)=Ms+\ln\Xi(-s).$$

Since $d\ln\Xi/ds=\langle N\rangle=M\theta$, differentiation with respect to $s$ yields $M\theta(s)=M-M\theta(-s)$, or

$$\theta(\mu_0+\delta)+\theta(\mu_0-\delta)=1 .$$

At $\delta=0$ a finite lattice has $\theta=1/2$. If an infinite lattice has a jump at $\mu_0$, the coverages on its two sides add to one.

Two limits help to interpret this. When $w=0$, $a=1$ and $\Xi=(1+x)^M$. Then $\theta=x/(1+x)$, and $\mu_0=\varepsilon$ is just the point of half filling. When $T\to0$ at fixed $w$, configurations with unlike bonds are suppressed at $\mu_0$, leaving the empty and full lattices with equal weight. At intermediate temperatures both phases contain defects. Each defect in the dense phase has a mirror image of equal cost in the dilute phase, so their entropies do not move $\mu_0$ relative to $\varepsilon$.

### Why symmetry is not yet a proof

The mirror relation permits two jumps, at $\mu_0+\delta$ and $\mu_0-\delta$, with a smooth curve between them. It also permits no jump at all.

An infinite chain, the limit of a long ring, realizes the second possibility. Assign to two successive sites the matrix element $x^{(n+n')/2}a^{|n-n'|}$. Multiplying these elements around the ring gives $x^Na^U$, so $\Xi$ is the trace of the $M$th power of

$$\begin{pmatrix}1&a\sqrt x\\ a\sqrt x&x\end{pmatrix}.$$

For large $M$ the larger eigenvalue dominates:

$$\Lambda=\frac{1+x+\sqrt{(1-x)^2+4a^2x}}2 .$$

With $h=s/2$, one has $1+x=2\sqrt x\cosh h$ and $(1-x)^2=4x\sinh^2h$. Thus

$$\Lambda=\sqrt x\left(\cosh h+S\right),\qquad S=\sqrt{\sinh^2h+a^2}.$$

Because $dS/dh=\sinh h\cosh h/S$,

$$\frac{d}{dh}\ln(\cosh h+S)=\frac{\sinh h\,(1+\cosh h/S)}{\cosh h+S}=\frac{\sinh h}{S}.$$

Now $\theta=d\ln\Lambda/ds$ and $dh/ds=1/2$, so

$$\theta=\frac12+\frac{\sinh h}{2\sqrt{\sinh^2h+a^2}} .$$

For $a>0$ this is smooth at $h=0$. The chain has the correct centre but no coexistence at positive temperature.

### Zeros of the partition function

To exclude jumps away from $\mu_0$, let $x$ be complex. The required result is that all zeros of $\Xi$ lie on the circle $|x|=1$. This is the Lee–Yang circle theorem. Its proof can be built from one bond.

Give the two ends of a bond separate variables $x_1$ and $x_2$. The sum over their occupations is

$$b(x_1,x_2)=1+ax_1+ax_2+x_1x_2 .$$

Suppose $|x_1|<1$ and $b=0$. Then $x_2(a+x_1)=-(1+ax_1)$. The factor $a+x_1$ cannot vanish, because $x_1=-a$ would make the right side $-(1-a^2)\ne0$. Direct expansion gives

$$\begin{aligned}
|1+ax_1|^2-|a+x_1|^2
&=1+a^2|x_1|^2-a^2-|x_1|^2\\
&=(1-a^2)(1-|x_1|^2)>0.
\end{aligned}$$

The terms $2a\,\mathrm{Re}\,x_1$ have cancelled. Hence $|x_2|>1$. The bond polynomial has no zero with both variables inside the unit disc.

Multiply the polynomials of all bonds, using a different variable at every bond end. The product also has no zero when all its variables lie inside the disc. At this stage, however, the several bond ends at one site have independent occupations. They must be merged into one occupation.

Consider two ends at the same site, and hold all other variables fixed inside the disc. The polynomial has the form

$$A+Bx_1+Cx_2+Dx_1x_2,$$

where these four coefficients are local to this argument. Requiring equal occupations removes the terms with $B$ and $C$. The result is $A+Dx$, with one variable $x$ for the merged ends.

Merging creates no zero inside the disc. First, $A\ne0$, as seen by setting $x_1=x_2=0$. If $D=0$, the merged polynomial is the nonzero constant $A$. If $D\ne0$, set $x_1=x_2=t$ in the original polynomial:

$$A+(B+C)t+Dt^2 .$$

Both roots satisfy $|t|\ge1$. Their product is $A/D$, so $|A/D|\ge1$. The root $x=-A/D$ of the merged polynomial therefore also lies outside the open disc.

Repeat until each site has one variable, and then set all site variables equal to $x$. Each unlike bond has supplied one factor $a$, and each occupied site one factor $x$. The final polynomial is $\Xi(x)$, which has no zero for $|x|<1$. The relation $\Xi(x)=x^M\Xi(1/x)$ excludes zeros for $|x|>1$. All zeros have $|x|=1$.

Attraction entered through $a<1$. For repulsion $a>1$, the sign of $(1-a^2)$ changes and the proof fails.

### A bound on the slope

The empty and full lattices each contribute a coefficient $1$, so $\Xi$ has degree $M$ and $\Xi(0)=1$. If its zeros are $x_k$, then

$$\Xi(x)=\prod_{k=1}^M\left(1-\frac{x}{x_k}\right),\qquad
\theta=\frac1M\sum_{k=1}^M\frac{x}{x-x_k}.$$

Differentiate once more:

$$\frac{d\theta}{d\ln x}=-\frac1M\sum_k\frac{x\,x_k}{(x-x_k)^2}.$$

For real $x>0$, $|x_k|=1$ implies $|x-x_k|\ge|1-x|$. The left side is also the nonnegative variance $(\langle N^2\rangle-\langle N\rangle^2)/M$. Consequently

$$0\le\frac{d\theta}{d\ln x}\le\frac{x}{(1-x)^2}.$$

The bound does not depend on $M$. To carry it to an infinite lattice, let $p_M(s)=\ln\Xi/M$. Cutting a large lattice into blocks changes each configuration's weight by at most a factor $e^{w/kT}$ per cut bond. The number of cut bonds per site vanishes as the blocks grow, so $p_M$ has a limit $p$, whose slope is the coverage.

Suppose $p$ had a kink at $s_*\ne0$. Compare its chords over $[s_*-\eta,s_*]$ and $[s_*,s_*+\eta]$. For finite $M$, these chord slopes are averages of $\theta$. They differ by at most $2\eta C$, where $C$ bounds $x/(1-x)^2$ near $s_*$. The same inequality holds for $p$. As $\eta\to0$, the difference vanishes, so there is no kink. A jump can occur only at $s=0$, that is, at $\mu=\mu_0$.

## Second half: existence, and an etching example

### Results carried forward

The occupation energy is $\varepsilon$, the attraction is $w$, and each site has $z$ neighbours. The variables $x=e^{(\mu-\mu_0)/kT}$ and $a=e^{-w/2kT}$ give a configuration the weight $x^Na^U$, where $N$ counts particles and $U$ unlike bonds. The first half showed that $\theta(\mu_0+\delta)+\theta(\mu_0-\delta)=1$, and that an infinite lattice can have a jump only at $\mu_0=\varepsilon-zw/2$. It remains to show that a jump occurs.

### Filled walls on a square lattice

Take a large square box with $z=4$, surrounded by a wall of permanently filled sites. A wall bond is unlike when its inner site is empty. It contributes $1-n_i=n_i+1-2n_i$ to $U$. Summing all bonds gives $U=4N-2B+W$, where $B$ includes pairs formed with the wall and $W$ is the fixed number of wall bonds. Thus the weight is again $x^Na^U$, apart from a constant factor.

Set $x=1$ and suppose that a given site is empty. It belongs to a connected cluster of empty sites. The outer boundary of this cluster is a closed contour of $L$ bond-crossing edges. Just inside each edge is an empty site, and just outside is a filled one.

Exchange particles and holes everywhere inside the contour. The $L$ crossed bonds become like, while all other bonds keep their character. The original weight is therefore $a^L$ times the new one. For a given contour the exchange is one-to-one, so the probability of that contour is at most $a^L$.

Next, count the contours enclosing the chosen site. Draw a ray from the site to the right. Its last crossing with the contour is on one of fewer than $L/2$ possible edges, since a contour reaching farther would be longer than $L$. Start there in a fixed direction. Each of the remaining $L-1$ edges has at most three choices, because the path cannot reverse. There are at most $(L/2)3^{L-1}$ contours.

For lengths 4, 6, 8 and 10, direct counting gives 1, 4, 22 and 124 contours. The respective bounds are 54, 729, 8748 and 98415, so the estimate is generous.

Lengths are even. With $L=2\ell$ and $y=9a^2=9e^{-w/kT}$, for $y<1$,

$$P(\text{empty})\le\sum_{\ell=2}^{\infty}\ell\,3^{2\ell-1}a^{2\ell}
=\frac13\sum_{\ell=2}^{\infty}\ell y^\ell .$$

Since $\sum_{\ell\ge1}\ell y^\ell=y/(1-y)^2$, removing the first term gives

$$P(\text{empty})\le q,\qquad q=\frac13\left[\frac{y}{(1-y)^2}-y\right].$$

At $y=1/2$ the bracket is $2-1/2=3/2$, so $q=1/2$. The bound increases with $y$. Hence $q<1/2$ whenever

$$kT<\frac{w}{\ln18}.$$

### From the walls to a jump

At $\mu_0$ every site of the box is filled with probability at least $1-q$, however large the box. Its coverage cannot decrease when $\mu$ rises, because the derivative is a variance. It is therefore at least $1-q$ for every $\mu\ge\mu_0$.

The wall changes $\ln\Xi$ by an amount proportional to the perimeter, so $p=\lim\ln\Xi/M$ is the same as for a periodic lattice. For $\mu>\mu_0$, any chord of $p$ to the right of $\mu$ has slope at least $1-q$. Shortening the chord gives $\theta(\mu)\ge1-q$. Particle-hole exchange gives $\theta(\mu)\le q$ for $\mu<\mu_0$. The jump is at least $1-2q>0$.

This proves coexistence on the square lattice below the stated temperature. It does not identify the critical temperature, because $q<1/2$ is a sufficient condition for a jump, not a necessary one. For other lattices, the first half fixes the location of a jump, but existence needs a separate argument.

A jump in coverage can occur only at $\mu_0=\varepsilon-zw/2$, and on the square lattice it does occur whenever $kT<w/\ln18$. What remains is to apply these results to a model cryogenic etching layer, estimate its coexistence pressure, and see what would change the answer.
